**Negative effective correlation energy of the silicon vacancy**

The given levels ε(2+/+) = 0.13 eV and ε(+/0) = 0.05 eV, measured from the valence edge, imply U = E₀ + E₂ − 2E₁ = −0.08 eV, where E_q is the relaxed energy of charge state q. The program numerically relaxes every configuration of up to two electrons in a three-orbital model with pair repulsion U₀ = 0.25 eV and relaxation parameter R = 0.33 eV. It asserts that the relaxed minima reproduce both levels and U = U₀ − R, and that the degeneracies of V²⁺, V⁺ and V⁰ are 1, 6 and 3. Scans of the chemical potential μ assert that V⁺ is never the lowest state with a relaxed lattice, but has a stable window of width U₀ with a frozen one. A further scan shows that U becomes +0.08 eV if the same numbers are read as depths below the conduction edge. Sums over all configurations at 77 K and 300 K are asserted to agree with the formulas for the reaction ratio c₀c₂/c₁² and for the largest V⁺ fraction, which is 0.0042 and 0.27 respectively. The program also asserts that V⁺ can be the most abundant of the three charge states 5% above T* ≈ 370 K, but not 5% below it.

## Numerical check

```python
"""Negative effective correlation energy of the silicon vacancy.

Result under test: levels (2+/+) = 0.13 eV and (+/0) = 0.05 eV above the
valence edge imply U = E0 + E2 - 2*E1 = -0.08 eV, where Eq is the relaxed
energy of charge state q. Formation energy: Eq + q*mu (+ common constant),
mu = electron chemical potential measured from the valence edge.

Independent road: a model with three equivalent orbitals, repulsion U0 per
electron pair, and linear coupling F to a two-component distortion Q of
stiffness K. Every electron configuration is relaxed numerically.
R = F**2/K; e0 = orbital energy at Q = 0; n = 2 - q electrons.
All energies are in eV.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize, minimize_scalar

k_B = constants.k / constants.e
hartree = constants.physical_constants["Hartree energy in eV"][0]

level_2p_p = 0.13
level_p_0 = 0.05
U = level_p_0 - level_2p_p

# Model parameters implied by the two levels and a round repulsion
U0 = 0.25
R = U0 - U
e0 = level_2p_p + R / 2
K = 1.0
F = np.sqrt(R * K)
angles = 2 * np.pi * np.arange(3) / 3
directions = np.column_stack([np.cos(angles), np.sin(angles)])


def configuration_energy(Q, occupation):
    n = occupation.sum()
    coupling = F * occupation @ (directions @ Q)
    return n * e0 + U0 * n * (n - 1) / 2 - coupling + K * (Q @ Q) / 2


charges, relaxed, frozen = [], [], []
for bits in itertools.product((0, 1), repeat=6):
    if sum(bits) > 2:
        continue
    occupation = np.array(bits[:3]) + np.array(bits[3:])
    fit = minimize(configuration_energy, [0.1, 0.2], args=(occupation,))
    charges.append(2 - sum(bits))
    relaxed.append(fit.fun)
    frozen.append(configuration_energy(np.zeros(2), occupation))
charges, relaxed, frozen = map(np.array, (charges, relaxed, frozen))

E = {q: relaxed[charges == q].min() for q in (0, 1, 2)}
E_frozen = {q: frozen[charges == q].min() for q in (0, 1, 2)}
g = {q: int(np.sum(np.abs(relaxed[charges == q] - E[q]) < 1e-5))
     for q in (0, 1, 2)}

# Relaxed minima must reproduce the levels and the correlation energy
assert abs((E[1] - E[2]) - level_2p_p) < 1e-6
assert abs((E[0] - E[1]) - level_p_0) < 1e-6
U_reaction = E[0] + E[2] - 2 * E[1]
assert abs(U_reaction - U) < 1e-6
assert abs(U + 0.08) < 1e-12
U_frozen = E_frozen[0] + E_frozen[2] - 2 * E_frozen[1]
assert abs(U_frozen - U0) < 1e-9
assert (g[2], g[1], g[0]) == (1, 6, 3)
neutral = relaxed[charges == 0]
excited_gap = neutral[neutral > E[0] + 1e-5].min() - E[0]
assert abs(excited_gap - 1.5 * R) < 1e-6

# Stable charge states from a scan of the chemical potential
mu_grid = np.linspace(-0.1, 1.3, 14001)
grid_step = mu_grid[1] - mu_grid[0]


def stable_windows(energies):
    curves = np.array([energies[q] + q * mu_grid for q in (0, 1, 2)])
    lowest = curves.argmin(axis=0)
    windows = {int(q): (mu_grid[lowest == q].min(),
                        mu_grid[lowest == q].max())
               for q in np.unique(lowest)}
    excess = (curves[1] - curves.min(axis=0)).min()
    return windows, excess


windows, plus_excess = stable_windows(E)
assert set(windows) == {0, 2}
crossing = (windows[2][1] + windows[0][0]) / 2
mu_cross = (level_2p_p + level_p_0) / 2
assert abs(crossing - mu_cross) < 2 * grid_step
assert abs(plus_excess + U / 2) < 2 * grid_step

windows_frozen, _ = stable_windows(E_frozen)
assert set(windows_frozen) == {0, 1, 2}
width_frozen = windows_frozen[1][1] - windows_frozen[1][0]
assert abs(width_frozen - U0) < 3 * grid_step

# Same numbers wrongly read as depths below the conduction edge
gap = 1.1
first, second = gap - level_2p_p, gap - level_p_0
E_wrong = {2: 0.0, 1: first, 0: first + second}
U_wrong = E_wrong[0] + E_wrong[2] - 2 * E_wrong[1]
windows_wrong, _ = stable_windows(E_wrong)
assert set(windows_wrong) == {0, 1, 2}
width_wrong = windows_wrong[1][1] - windows_wrong[1][0]
assert abs(width_wrong - U_wrong) < 3 * grid_step


# Populations by explicit sums over all relaxed configurations
def populations(mu, T):
    weights = np.exp(-(relaxed + charges * mu) / (k_B * T))
    totals = np.array([weights[charges == q].sum() for q in (0, 1, 2)])
    return totals / totals.sum()


root_g = np.sqrt(g[0] * g[2])
thermal_rows = []
for T in (77.0, 300.0):
    kT = k_B * T
    best = minimize_scalar(lambda mu: -np.log(populations(mu, T)[1]),
                           bounds=(-0.1, 0.3), method="bounded",
                           options={"xatol": 1e-9})
    f_sum = populations(best.x, T)[1]
    f_formula = 1 / (1 + 2 * root_g / g[1] * np.exp(-U / (2 * kT)))
    mu_formula = mu_cross + kT / 2 * np.log(g[2] / g[0])
    assert abs(f_sum / f_formula - 1) < 1e-5
    assert abs(best.x - mu_formula) < 1e-5
    c0, c1, c2 = populations(0.06, T)
    ratio = c0 * c2 / c1**2
    ratio_formula = g[0] * g[2] / g[1]**2 * np.exp(-U / kT)
    assert abs(ratio / ratio_formula - 1) < 1e-5
    thermal_rows.append((T, kT, ratio, best.x, f_sum))

# Temperature above which V+ can be the most abundant charge state
T_star = -U / (2 * k_B * np.log(g[1] / root_g))


def best_plus_advantage(T):
    values = [populations(mu, T) for mu in np.linspace(0, 0.15, 1501)]
    return max(p[1] / max(p[0], p[2]) for p in values)


advantage_below = best_plus_advantage(0.95 * T_star)
advantage_above = best_plus_advantage(1.05 * T_star)
assert advantage_below < 1 < advantage_above

print(f"Input level (2+/+) above valence edge: {level_2p_p:.2f} eV")
print(f"Input level (+/0) above valence edge: {level_p_0:.2f} eV")
print(f"Effective correlation energy U: {U:.2f} eV")
print(f"U in atomic units: {U / hartree:.5f} hartree")
print(f"Energy of 2V+ -> V0 + V2+ from minima: {U_reaction:.4f} eV")
print(f"Cost of emitting both holes from V2+: {E[0] - E[2]:.4f} eV")
print(f"Crossing of V2+ and V0, formula: {mu_cross:.4f} eV")
print(f"Crossing of V2+ and V0, scan: {crossing:.4f} eV")
print(f"Least excess energy of V+, scan: {plus_excess:.4f} eV")
print(f"Model repulsion U0 (chosen): {U0:.3f} eV")
print(f"Model relaxation parameter R: {R:.3f} eV")
print(f"One-electron relaxation energy R/2: {R / 2:.3f} eV")
print(f"Two-electron relaxation energy 2R: {2 * R:.3f} eV")
print(f"Model orbital energy e0: {e0:.3f} eV")
print(f"Correlation energy, frozen lattice: {U_frozen:.3f} eV")
print(f"Width of V+ window, frozen lattice: {width_frozen:.3f} eV")
print(f"Degeneracies V2+, V+, V0: {g[2]}, {g[1]}, {g[0]}")
print(f"Excited neutral states above V0: {excited_gap:.3f} eV")
for T, kT, ratio, mu_best, fraction in thermal_rows:
    print(f"Temperature: {T:.0f} K")
    print(f"  thermal energy kT: {kT:.5f} eV")
    print(f"  ratio c0*c2/c1^2: {ratio:.4g} (dimensionless)")
    print(f"  mu at largest V+ fraction: {mu_best:.4f} eV")
    print(f"  largest V+ fraction: {fraction:.4f} (dimensionless)")
print(f"Temperature T* for V+ to lead: {T_star:.1f} K")
print(f"Best V+/largest rival at 0.95 T*: {advantage_below:.3f}")
print(f"Best V+/largest rival at 1.05 T*: {advantage_above:.3f}")
print(f"Round gap for wrong-edge reading: {gap:.1f} eV")
print(f"U if read from the conduction edge: {U_wrong:+.2f} eV")
print("checks complete")
```

Output:

```
Input level (2+/+) above valence edge: 0.13 eV
Input level (+/0) above valence edge: 0.05 eV
Effective correlation energy U: -0.08 eV
U in atomic units: -0.00294 hartree
Energy of 2V+ -> V0 + V2+ from minima: -0.0800 eV
Cost of emitting both holes from V2+: 0.1800 eV
Crossing of V2+ and V0, formula: 0.0900 eV
Crossing of V2+ and V0, scan: 0.0901 eV
Least excess energy of V+, scan: 0.0400 eV
Model repulsion U0 (chosen): 0.250 eV
Model relaxation parameter R: 0.330 eV
One-electron relaxation energy R/2: 0.165 eV
Two-electron relaxation energy 2R: 0.660 eV
Model orbital energy e0: 0.295 eV
Correlation energy, frozen lattice: 0.250 eV
Width of V+ window, frozen lattice: 0.250 eV
Degeneracies V2+, V+, V0: 1, 6, 3
Excited neutral states above V0: 0.495 eV
Temperature: 77 K
  thermal energy kT: 0.00664 eV
  ratio c0*c2/c1^2: 1.435e+04 (dimensionless)
  mu at largest V+ fraction: 0.0864 eV
  largest V+ fraction: 0.0042 (dimensionless)
Temperature: 300 K
  thermal energy kT: 0.02585 eV
  ratio c0*c2/c1^2: 1.84 (dimensionless)
  mu at largest V+ fraction: 0.0758 eV
  largest V+ fraction: 0.2693 (dimensionless)
Temperature T* for V+ to lead: 373.6 K
Best V+/largest rival at 0.95 T*: 0.937
Best V+/largest rival at 1.05 T*: 1.060
Round gap for wrong-edge reading: 1.1 eV
U if read from the conduction edge: +0.08 eV
checks complete
```
